A control volume across the oxide-silicon interface with sheet charge

In a metal-oxide-silicon structure computed on a mesh whose first silicon spacing is 0.0625 nm, the surface potential is in error by 0.028 µV. If the charge in the first 0.031 nm of silicon is left out of the interface equation, the error becomes 62 µV. Halving all silicon spacings divides the first error by four but the second by two. The two calculations differ only in the charge balance of the one mesh cell that contains the interface.

## Model and sign conventions

Let x run from the gate into the silicon. The oxide fills −t < x < 0, with permittivity ε_ox; silicon fills 0 < x < L, with permittivity ε_si. The displacement is D = −εφ′, where φ is the potential. With volume charge ρ and sheet charge σ at x = 0, Poisson's equation is

(εφ′)′ = −ρ − σδ(x).

Lengths are in nm, potentials in V and charges per area in µC/cm². Then ε_ox = 3.45313 and ε_si = 10.35940 µC/cm² per V/nm, and 1 V/nm is 10 MV/cm.

Integrate over a vanishing interval around x = 0. The bounded ρ contributes nothing, and

ε_si φ′(0+) − ε_ox φ′(0−) = −σ, that is, D(0+) − D(0−) = σ.

The potential is continuous; its slope in general is not. Even for σ = 0 it jumps unless the field vanishes.

## The straddling control volume

Place a node on the interface, with potential φ₀. Its oxide neighbour φ₋₁ lies at −a and its silicon neighbour φ₁ at +b. Integrating Poisson's equation from −a/2 to b/2 gives

ε_si φ′(b/2) − ε_ox φ′(−a/2) + σ + ∫ρ dx = 0.

Replace each midpoint slope by a difference quotient, and the charge in each half-cell by its value at the interface times the half-width:

ε_si(φ₁ − φ₀)/b − ε_ox(φ₀ − φ₋₁)/a + σ + ρ_ox a/2 + ρ_si b/2 = 0. (1)

The sheet charge enters undivided, because (1) is a balance of charge per area. If the equation is divided by the cell width (a + b)/2 to resemble a differential equation, σ must be divided too.

## Exactness for a piecewise-linear potential

Set ρ = 0 and let φ = φ₀ + s_ox x in the oxide and φ = φ₀ + s_si x in the silicon. The quotients in (1) equal s_si and s_ox for any a and b, so the left side is

ε_si s_si − ε_ox s_ox + σ = −D(0+) + D(0−) + σ.

It vanishes if and only if the displacement jumps by σ. Unequal spacings introduce no error.

For a numerical case take 5 nm of oxide and 5 nm of charge-free silicon, with 0.75 V at the gate, zero at the far end and σ = 0.08 µC/cm². Adding the two voltage drops gives

V = D_ox t/ε_ox + (D_ox + σ)L/ε_si,
D_ox = (V − σL/ε_si)/(t/ε_ox + L/ε_si) = 0.368477 µC/cm².

The mesh has oxide spacings 1, 2, 1.5 and 0.5 nm, then silicon spacings 0.2, 0.5, 1.3 and 3 nm. The three potentials around the interface are 0.2698133, 0.2164592 and 0.2078008 V. Hence

D(0−) = 3.45313 × 0.0533541/0.5 = 0.36848,
D(0+) = 10.35940 × 0.0086584/0.2 = 0.44848,

and the jump is 0.08000 µC/cm². Solved in rational arithmetic, the discrete equations reproduce the continuous solution at every node with zero difference, so the agreement does not rest on rounding.

Using the mean permittivity on both sides fails. The same slopes would then imply a sheet charge of −0.438 µC/cm², wrong even in sign, because the change of slope caused by the permittivity step is read as charge.

Exactness extends to constant ρ on each side. The potential is then quadratic, say φ = φ₀ + sx + cx², and

(φ₁ − φ₀)/b = s + cb = φ′(b/2),

while the half-cell charge is exactly ρb/2. The rational test was repeated with the silicon charge of fully depleted acceptors at 10¹⁷ cm⁻³, again with zero difference. The quotient now gives the displacement at b/2, not at the interface. Since D′ = ρ, the interface value is

D(0+) = ε_si(φ₀ − φ₁)/b − ρ_si b/2. (2)

## Varying charge: local residual and global error

Let the oxide be charge-free and insert the exact potential into (1). With derivatives taken at 0+,

φ₁ = φ₀ + bφ′ + b²φ″/2 + b³φ‴/6 + …

The first-derivative terms cancel σ by the jump condition. The term ε_si bφ″/2 cancels ρb/2 because ε_siφ″ = −ρ. What remains is

R₀ = ε_si b²φ‴/6 + … = −b²ρ′(0+)/6 + …

For a potential exp(−x/3 nm) and b = 0.02 nm, the residual divided by this leading term is 0.99834. The next Taylor term predicts 1 − b/(4 × 3 nm) = 0.99833.

Number the silicon nodes i = 0, 1, …, n, with h_i the spacing to the left of node i. The same expansion at an interior node gives

R_i = ε_si φ‴_i(h_{i+1}² − h_i²)/6 + O(h_{i+1}³ + h_i³).

The interface fits this formula with h₀ = 0. On a mesh with abrupt spacing changes each R_i is of order h², and there are about L/h of them, which at first sight suggests an error of order h.

The sum is smaller. Let e be the exact minus the discrete potential. Subtracting the two sets of equations gives Ae = −R, where A is the positive definite flux matrix plus non-negative diagonal terms, because ρ falls as φ rises. Let G be one row of A⁻¹. Its flux ε(G_i − G_{i−1})/h_i changes by one unit at the source node and elsewhere by bounded charge terms proportional to the cell width, so neighbouring values of G differ by at most a constant times h_i. With g_i = G_iφ‴_i and g_n = 0 at the fixed back contact,

Σ_{i=0}^{n−1} g_i(h_{i+1}² − h_i²) = Σ_{i=1}^{n} h_i²(g_{i−1} − g_i).

Each term on the right is at most a constant times h_i³, and Σh_i³ ≤ h_max²L. The cubic terms in R_i obey the same bound. The error is therefore of order h_max² without any smoothness of the mesh. The argument needs a smooth potential inside the silicon and charge derivatives that stay bounded over the potentials reached.

## Equilibrium silicon charge and Newton's method

For Boltzmann carriers and uniform, fully ionised acceptors,

ρ(φ) = q(p₀e^{−φ/V_T} − n₀e^{φ/V_T} − N_A),

where V_T = kT/q, p₀ − n₀ = N_A and p₀n₀ = n_i². Thus ρ(0) = 0 in the bulk. Define

U(φ) = −∫₀^φ ρ dφ = q[p₀V_T(e^{−φ/V_T} − 1) + n₀V_T(e^{φ/V_T} − 1) + N_Aφ].

U is convex and has its minimum, zero, at φ = 0. Let c_e = ε/h on each mesh edge and let w_i be the width of silicon in cell i, so that w₀ = b/2. The discrete equations state that the gradient of

E = ½Σ_e c_e(Δφ_e)² − σφ₀ + Σ_i w_iU(φ_i)

vanishes. The first term is positive definite because both end potentials are fixed. E is therefore strictly convex and grows without limit at large potentials, so the discrete solution exists and is unique.

Let r = −∇E be the charge imbalance. Newton's step δ solves Hδ = r, where H is tridiagonal, with the extra diagonal w_iq(p + n)/V_T. Far from the solution a full step can overshoot because of the exponentials. Take instead αδ, with

α = min(1, V_T/max|δ_i|).

This always lowers E. To see it, put m = max|δ_i|/V_T and Γ = δᵀHδ, which is positive unless δ = 0. Along φ + sδ each exponential grows by at most e^{sm}, so the second derivative of E along the path is at most Γe^{sm}. The initial slope is −r·δ = −Γ. Integrating twice,

E(α) − E(0) ≤ −Γα + Γ(e^{αm} − 1 − αm)/m².

Since αm ≤ 1, the bracket is at most (e − 2)(αm)², as its power series shows. Therefore

E(α) − E(0) ≤ −Γα[1 − (e − 2)α] < 0,

because α ≤ 1 and e − 2 ≈ 0.72. Near the solution α = 1, and the usual quadratic convergence returns.

## Pseudocode and cost

    place nodes at the gate, the interface and the back contact
    for each edge: c = ε/h, with the ε of its own material
    for each node: w = half the silicon length of adjoining edges
    start: φ linear in the oxide, zero in the silicon
    repeat
        r_i = c_right(φ_right − φ_i) − c_left(φ_i − φ_left) + w_i ρ(φ_i)
        add σ to r at the interface node
        H = flux matrix + diagonal of w_i q(p_i + n_i)/V_T
        solve the tridiagonal system H δ = r
        α = min(1, V_T / max|δ|);  φ = φ + α δ
    until max|δ| is below the tolerance
    obtain D(0+) from equation (2)

H is symmetric and positive definite, so elimination needs no pivoting. Time per step and storage are proportional to the number of nodes. In the example below, 2400 silicon cells took 29 steps to reach a last correction below 10⁻⁹ V, and E fell at each step to within rounding. The count is set by the step limit: at this bias full Newton steps do not overshoot and need only 8. At gate voltages of 1.5, 3 and −2 V a full step from the same start does overshoot and raises E.

## A depleted MOS structure

Take t = 5 nm, N_A = 10¹⁷ cm⁻³, n_i = 10¹⁰ cm⁻³, σ = 0.08 µC/cm², 300 K and V_G = 0.75 V. The gate voltage is measured from flat band without sheet charge, so a work-function difference has already been subtracted. The silicon is 300 nm deep, and its spacings alternate in the ratio 1:3.

An independent value of the surface potential ψ comes from multiplying ε_siφ″ = −ρ by φ′ and integrating from the neutral bulk:

ε_siφ′²/2 = U(φ), so D_si(ψ)² = 2ε_si U(ψ).

Together with the oxide voltage drop this gives one equation for ψ:

C_ox(V_G − ψ) + σ = D_si(ψ), C_ox = ε_ox/t = 0.69063 µC/cm² per V. (3)

Its root is 0.65635 V. The finest mesh differs from it by 0.0277 µV. The oxide displacement is 0.69063 × 0.09365 = 0.06467 µC/cm²; adding σ gives 0.14467, which balances the silicon charge of −0.14467 µC/cm². More than half of the field lines that end in the silicon start on the sheet, not on the gate.

With 600, 1200 and 2400 cells the errors are 0.441, 0.111 and 0.028 µV, with ratios 3.99 and 3.99. This confirms second order on a mesh that never becomes smooth.

The 62 µV of the opening can now be predicted. At the surface ρ is close to −qN_A = −1.602 × 10⁻³ µC/cm² per nm. Dropping ρb/2 acts like an extra sheet charge

δσ = 1.602 × 10⁻³ × 0.03125 = 5.01 × 10⁻⁵ µC/cm².

Differentiating D_si² = 2ε_siU gives the silicon capacitance

C_si = dD_si/dψ = −ε_siρ/D_si = 10.359 × 0.001602/0.14467 = 0.1147 µC/cm² per V.

Linearising (3), δψ = δσ/(C_ox + C_si) = 5.01 × 10⁻⁵/0.8053 = 62 µV. The shift is proportional to b, hence the first-order convergence.

In (3) the gate voltage and the sheet charge appear only as C_oxV_G + σ. The same holds for the discrete equations, since the charge-free oxide cells carry one common displacement. The silicon therefore cannot distinguish the sheet from a gate-voltage increase

σ/C_ox = 0.08/0.69063 = 0.116 V.

Replacing one by the other left all silicon potentials unchanged within 10⁻⁸ V.

## Where the model stops

A charged layer of width w in the oxide, ending at the interface, has D(x) = D_si + σx/w for −w < x < 0 and D_si − σ nearer the gate. The oxide voltage is

[(D_si − σ)(t − w) + D_si w − σw/2]/ε_ox = (D_si − σ)t/ε_ox + σw/(2ε_ox).

At fixed silicon charge the gate must supply the last term in addition: 11.6 mV for w = 1 nm. It vanishes as w → 0, which justifies the sheet. For w = t it cancels half of the 0.116 V shift. A layer this wide should be meshed as volume charge.

The sheet is also made of single charges, 4.99 × 10¹¹ cm⁻², about 14 nm apart and so farther apart than the oxide is thick. For lateral wave number k, one charge gives a potential Ke^{−kz} at depth z in the silicon and K sinh[k(x + t)]/sinh(kt) in the oxide. The jump condition gives

K = q/{k[ε_si + ε_ox coth(kt)]}.

For independent random positions, counts in separate small areas have variances equal to their means. The potential variance is then the number density N times the area integral of the squared single-charge potential, or, in wave numbers,

N∫₀^∞ K²e^{−2kz} k dk/(2π).

At z = 1 nm the rms fluctuation is 41 mV; random sampling of positions gives the same value. The figure depends on the depth chosen: 48 mV at 0.5 nm, 33 mV at 2 nm and 28 mV at 3 nm. Screening by mobile carriers is left out. The 41 mV exceeds V_T = 25.9 mV: a rise of one rms value multiplies the local electron density by exp(40.6/25.9) ≈ 4.8. The one-dimensional potential is then at best a lateral average. The electron density is not even that, because the mean of an exponential exceeds the exponential of the mean: in the same unscreened model the lateral mean is larger than the one-dimensional value by a factor of about 2.4 at 3 nm depth and 4.5 at 2 nm. The factor reaches about 10³ at 1 nm and grows without bound towards the interface. Most classical electrons lie within V_T divided by the surface field, about 1.85 nm, so this classical point-charge model shows that the one-dimensional electron density is unreliable but does not give the size of the correction.

The example resembles a thin thermal oxide on p-type silicon, but its sheet charge is high: well-annealed oxides have roughly 10¹⁰ to 10¹¹ charges per cm². Since the variance is proportional to N, 10¹¹ cm⁻² would give about 18 mV from the sheet alone. The acceptors are single charges too, about 9 × 10¹¹ cm⁻² in the depleted layer; placed at random they contribute about 16 mV at z = 1 nm. The variances add, so the total would be about 24 mV. For the sheet of the example, the fluctuation of 41 mV is larger than the gate shifts from a 1 nm charged layer, found above, and from interface traps, estimated next. Interface traps at a rough 10¹¹ cm⁻² eV⁻¹, neutral when the Fermi level is at midgap, add a gate shift of 5.6 mV relative to a trap-free device. They also lower the flat-band voltage by 9.7 mV, so the shift measured from the device's own flat band is 15 mV. The oxide field, 0.19 MV/cm, is about 2% of a rough breakdown field of 10 MV/cm. With a rough barrier of 3.1 eV and a tunnelling mass of 0.4 electron masses, the WKB factor is e^{−57}, so leakage is negligible at this bias. The bulk hole density is 0.4% of the valence-band density of states, which supports Boltzmann statistics. Ionisation is not quite complete: boron, with its level 45 meV above the valence band, is about 93% ionised in the bulk, which at a fixed voltage from flat band moves ψ by only 0.01 mV but raises the surface electron density by about 8%. At a fixed gate work function the flat-band voltage itself rises by about 2 mV; ψ then falls by about 1.7 mV and the electron density rises by only about 1%.

Electrons carry 3.2 × 10⁻⁶ µC/cm², about 2 × 10⁻⁵ of the silicon charge. On a (100) surface, two of silicon's six conduction-band valleys have their heavy mass, 0.916 electron masses, across the interface. For them, in a triangular well with the surface field of 0.14 MV/cm, the lowest level lies 47 meV above the well bottom. At the same field and Fermi level, the population of these valleys is 0.55 of the classical one. These two valleys hold one third of the classical electrons. The other four, with mass 0.19 across the interface, have their lowest level near 79 meV and a ratio of about 0.28 in the same triangular well, so the ratio for all six valleys is about 0.37. With the computed band bending in place of the triangle, the ratios become 0.56, 0.29 and 0.38. This matters for a current estimate but hardly for ψ at this bias. In strong inversion it would enter the electrostatics, and the local charge law ρ(φ) would have to be replaced.

At 400 K, with a gap of 1.12 eV and the gate reference held fixed, the electron charge rises to 9.2 × 10⁻⁴ µC/cm², yet ψ moves by only 0.13 mV. In U/(qN_A) ≈ ψ − V_T + V_T n_s/N_A, with n_s the surface electron density, the second term falls by 8.6 mV and the third rises by about 7.7 mV. The remaining −0.9 mV acts on ψ through (3) with opposite sign and the factor C_si/(C_ox + C_si) = 0.14, which gives the 0.13 mV. The small remainder is a cancellation at this bias and for the fixed gap, not general insensitivity to temperature. The fixed gap gives n_i = 3.5 × 10¹² cm⁻³ at 400 K; in silicon the gap shrinks on heating and n_i is nearer 5.5 × 10¹² cm⁻³. The third term then rises by 17 to 20 mV, the electron charge reaches about 2 × 10⁻³ µC/cm², and ψ falls by 1.2 to 1.5 mV instead of rising.

Two numerical limits remain. The silicon must extend well beyond the depleted region, here about D_si/(qN_A) = 90 nm, or the back contact will disturb the solution: it lowers ψ by 0.48 mV at a depth of 100 nm, by 0.3 µV at 150 nm and by about 10⁻⁴ µV at 200 nm. And an error η in the difference φ₀ − φ₁ changes the displacement in (2) by ε_siη/b, so rounding errors in the potentials are amplified when the first cell is made very small.

The numerical output follows.

Calculated quantities

```
oxide permittivity: 3.45313 uC/cm2 per V/nm
silicon permittivity: 10.35940 uC/cm2 per V/nm
oxide thickness: 5.0 nm
acceptor density: 1.0e+17 cm^-3
intrinsic density, rough: 1.0e+10 cm^-3
sheet charge: 0.080 uC/cm2
gate voltage: 0.750 V
thermal voltage at 300 K: 0.02585 V
slab depth of silicon: 5.0 nm
slab oxide spacing at interface: 0.50 nm
slab silicon spacing at interface: 0.20 nm
slab potential, oxide neighbour: 0.2698133 V
slab potential, interface: 0.2164592 V
slab potential, silicon neighbour: 0.2078008 V
slab displacement, oxide: 0.368477 uC/cm2
slab displacement, silicon: 0.448477 uC/cm2
slab jump minus sheet charge, rational: 0.0 uC/cm2
false sheet charge, mean permittivity: -0.43797 uC/cm2
interface residual / leading formula: 0.99834
MOS silicon depth: 300.0 nm
600 silicon cells: error 0.4412 uV; without half-cell charge 248.47 uV
1200 silicon cells: error 0.1107 uV; without half-cell charge 124.34 uV
2400 silicon cells: error 0.0277 uV; without half-cell charge 62.20 uV
error ratios: 3.987 3.994
ratios without half-cell charge: 1.998 1.999
Newton steps on finest mesh: 29
first silicon spacing, finest mesh: 0.0625 nm
MOS surface potential, mesh: 0.6563546 V
MOS surface potential, first integral: 0.6563547 V
MOS oxide displacement: 0.064674 uC/cm2
MOS silicon displacement at interface: 0.144674 uC/cm2
MOS silicon charge: -0.144674 uC/cm2
MOS electron charge magnitude: 3.222e-06 uC/cm2
equivalent gate-voltage increase: 0.11584 V
oxide field: 0.1873 MV/cm
silicon surface field: 0.1397 MV/cm
sheet number density: 4.993e+11 cm^-2
mean charge spacing: 14.15 nm
rms fluctuation at 1 nm depth: 40.63 mV
rms fluctuation, sampled: 40.59 mV
variance excess from images, 102.4 nm box: 5.986 %
variance excess from images, 409.6 nm box: 0.106 %
gate shift for 1 nm charged layer: 11.58 mV
trap density, rough: 1.0e+11 cm^-2 eV^-1
gate shift from traps: 5.56 mV
lowest confined level: 46.98 meV
quantum/classical electron population: 0.55080
surface potential at 400 K: 0.65649 V
electron charge magnitude at 400 K: 9.155e-04 uC/cm2
hole density / valence density of states: 0.00370
tunnelling barrier, rough: 3.1 eV
tunnelling mass, rough: 0.4 electron masses
WKB exponent: 56.62
oxide field / rough breakdown field: 0.01873
```
